# Comment on modelling a paramagnet by a non-spin-polarized calculation

**The argument under comment**

The manuscript compares two phases of a compound at a temperature where neither has magnetic order. Its reasoning is: "Above the ordering temperature the average spin density vanishes. We therefore set the spin-up and spin-down densities equal, and take the volume, gap and energy of the paramagnet from this non-spin-polarized calculation."

The first sentence is correct. My concern is the word "therefore". A vanishing average can come from sites without moments, or from sites whose moments point in different directions. In an exact theory equal average densities would do no harm, because correlations between the electrons could still carry the moments. A collinear mean-field energy has no such correlations: when its two spin densities are equal, the moments are gone. I examine the consequence in a model where both states can be worked out.

**1. The model and its non-magnetic state**

Take one orbital and one electron per site, an on-site repulsion $U$, and a band with density of states per spin

$$\rho(\epsilon)=\frac{2}{\pi D^2}\sqrt{D^2-\epsilon^2},\qquad |\epsilon|\le D .$$

The electrons are at zero temperature, and energies are per site. Let site $i$ carry a moment $s_i m$ with $s_i=\pm1$, so that $\langle n_{i\sigma}\rangle=(1+\sigma s_i m)/2$ with $\sigma=\pm1$. In mean field, spin $\sigma$ feels the potential

$$U\langle n_{i,-\sigma}\rangle=\frac U2-\sigma s_i\Delta,\qquad \Delta=\frac{Um}{2}.$$

The constant $U/2$ only shifts the chemical potential. The repulsion energy is $U\langle n_\uparrow\rangle\langle n_\downarrow\rangle$, so

$$E=E_{\rm kin}+\frac U4(1-m^2).\tag{1}$$

The non-magnetic (NM) state has $m=0$ and a half-filled band:

$$E_{\rm kin}^{\rm NM}=2\int_{-D}^{0}\epsilon\rho\,d\epsilon=-\frac{4}{\pi D^2}\,\frac{D^3}{3}=-\frac{4D}{3\pi}.$$

It is a metal.

**2. The average over disordered moments**

Now let the $s_i$ be random and uncorrelated; I call this the disordered-local-moment (DLM) state. On a tree-like lattice with many neighbours, the surroundings of a site enter through $\sum_j t_{ij}^2G_j=aG$, where $G$ is the averaged local Green function and $a=\sum_jt_{ij}^2$. Without moments $G=1/(z-aG)$, whose solution $G=(z-\sqrt{z^2-4a})/2a$ gives the semicircle above if $a=D^2/4$.

With moments, the levels $\mp\Delta$ are equally likely. Writing $w=z-aG$,

$$G=\frac12\left[\frac1{w+\Delta}+\frac1{w-\Delta}\right]=\frac{w}{w^2-\Delta^2}.\tag{2}$$

Isotropic directions $\mathbf n$ give the same result, since $(w+\Delta\,\mathbf n\cdot\boldsymbol\sigma)^{-1}=(w-\Delta\,\mathbf n\cdot\boldsymbol\sigma)/(w^2-\Delta^2)$ and the second term averages to zero.

At $z=i\omega$ with $\omega>0$, put $G=-ig$ and $w=iy$. Then $y=\omega+ag$, and (2) gives $g=y/(y^2+\Delta^2)$. Hence

$$\omega=y-\frac{ay}{y^2+\Delta^2},\qquad \frac{d\omega}{dy}=1-a\frac{\Delta^2-y^2}{(y^2+\Delta^2)^2}.\tag{3}$$

The density of states at the Fermi level is $g(\omega\to0)/\pi$. If $\Delta^2<a$, then $\omega=0$ corresponds to $y^2=a-\Delta^2>0$, and the state is metallic. If $\Delta\ge D/2$, it corresponds to $y=0$, and this density vanishes.

*Moment.* On a site with $s=+1$ the two spins have $G_\uparrow=1/(iy+\Delta)$ and $G_\downarrow=1/(iy-\Delta)$, whose difference is $2\Delta/(y^2+\Delta^2)$. Integrating over $d\omega/2\pi$ on the whole axis, where the integrand is even,

$$m=\frac{2\Delta}{\pi}\int_0^\infty\frac{d\omega}{y^2+\Delta^2}.\tag{4}$$

For $\Delta\ge D/2$ insert (3) and $y=\Delta\tan\theta$. The first term gives $\pi/2\Delta$. The second contains

$$\int_0^\infty\!\frac{\Delta^2-y^2}{(y^2+\Delta^2)^3}dy=\frac1{\Delta^3}\int_0^{\pi/2}\!\cos^2\theta\cos2\theta\,d\theta=\frac{\pi}{8\Delta^3}.$$

Therefore

$$m=1-\frac{a}{4\Delta^2}=1-\frac{D^2}{16\Delta^2}.\tag{5}$$

*Kinetic energy.* The equation of motion $(z-\epsilon_i)G_{ii}-\sum_jt_{ij}G_{ji}=1$, with $G_{ii}=1/(z-\epsilon_i-aG)$, gives $\sum_jt_{ij}G_{ji}=aG\,G_{ii}$. Its site average is $aG^2=-ag^2$. Two spins and both halves of the axis give

$$E_{\rm kin}=-\frac{2a}{\pi}\int_0^\infty g^2\,d\omega .$$

With the same substitution, the first part of $d\omega$ gives $\Delta^{-1}\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/4\Delta$. The second is proportional to $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\cos2\theta\,d\theta$, which vanishes because the integrand is odd about $\theta=\pi/4$. Thus

$$E_{\rm kin}=-\frac{a}{2\Delta}=-\frac{D^2}{8\Delta}.\tag{6}$$

Inserting $\Delta=Um/2$ in (5) gives the self-consistency condition

$$m^2(1-m)=\frac{D^2}{4U^2},\qquad m\ge\frac34.\tag{7}$$

The bound on $m$ is (5) at $\Delta=D/2$. There $U=2\Delta/m=4D/3$, which is where the gap opens.

**3. When the manuscript's procedure is right**

For $\Delta\to0$, $g=1/y$ and $y$ starts at $\sqrt a$. The integral in (4) becomes

$$\int_{\sqrt a}^{\infty}\frac{1}{y^2}\left(1+\frac a{y^2}\right)dy=\frac{4}{3\sqrt a}=\frac8{3D},$$

so $m=16\Delta/(3\pi D)$. With $\Delta=Um/2$, an infinitesimal moment sustains itself at $U=3\pi D/8\approx1.18D$.

No larger moment survives below this value. To see this, let $q=y^2+\Delta^2$. At fixed $\omega>0$, (3) gives $q>a$ and $y=\omega q/(q-a)$, so

$$q-\frac{\omega^2q^2}{(q-a)^2}=\Delta^2 .$$

The left side increases with $q$, so $q$ increases with $\Delta$, and by (4) $m/\Delta$ decreases. The required repulsion $U=2\Delta/m$ therefore rises steadily with $\Delta$. In this mean-field model, the NM and DLM states coincide below $1.18D$; between $1.18D$ and $1.33D$ the DLM state is a metal with moments; above that it is an insulator.

The same monotonic behaviour fixes the sign of the energy error. Let $E_b=E_{\rm kin}-\Delta m$ be the sum of occupied levels. Since $\Delta$ multiplies $-\sigma s_i n_{i\sigma}$ in the Hamiltonian, $dE_b/d\Delta=-m$. The function

$$\Phi(\Delta)=E_b(\Delta)+\frac{\Delta^2}{U}+\frac U4\tag{8}$$

equals (1) at self-consistency, and $\Phi'=\Delta(2/U-m/\Delta)$. Above threshold this is negative from $\Delta=0$ up to the solution. The DLM energy is therefore below the NM energy.

**4. The gap is neither zero nor that of the ordered state**

Inside the gap $G$ and $w$ are real, and $z=w+aG=w(1-a/q)$, where now $q=\Delta^2-w^2$. The edge is reached when $z(w)$ stops increasing:

$$\frac{dz}{dw}=1-\frac{a(\Delta^2+w^2)}{q^2}=0\;\Rightarrow\; q^2+aq-2a\Delta^2=0 .$$

Taking the positive root,

$$q=\frac{-a+\sqrt{a^2+8a\Delta^2}}2,\qquad E_{\rm gap}=2\sqrt{\Delta^2-q}\left(1-\frac aq\right).\tag{9}$$

At $\Delta=D/2$ one has $q=a$ and the gap vanishes. For $\Delta\gg D$, $q\approx\sqrt{2a}\,\Delta$ and $E_{\rm gap}\approx2\Delta-\sqrt2D$. This is the gap for frozen moments, where a carrier can use only the half of its neighbours that have the favourable direction. In the full Hubbard model at large $U$, a hole on the tree pushes the spins along its path and uses every neighbour. Its band then has the full half-width $D$, and the gap is near $U-2D$, about 2.0 eV for the numbers of section 6. DLM gives a gap where NM gives none, but overestimates its size.

In the Néel (AF) state the alternating potential couples band states $\epsilon$ and $-\epsilon$, giving levels $\pm\sqrt{\epsilon^2+\Delta^2}$ and a gap $2\Delta$. Its level sum is $E_b=-\int\rho\sqrt{\epsilon^2+\Delta^2}\,d\epsilon$, and (8) applies again. Stationarity gives $2/U=\int\rho\,d\epsilon/\sqrt{\epsilon^2+\Delta^2}$, which I solve by quadrature and root finding.

**5. The volume follows the kinetic energy**

Let $v=V/V_0$, $D=D_0v^{-5/3}$, and add an elastic energy $K(v-1)^2/2$. Because $\Phi$ is stationary in $\Delta$, the derivative with respect to $D$ acts on the hopping term alone and equals $E_{\rm kin}/D$. With $dD/dv=-5D/3v$, equilibrium requires

$$K(1-v)=\frac53\frac{|E_{\rm kin}|}{v}.\tag{10}$$

At given $D$, the NM state fills the lowest band levels and so has the largest $|E_{\rm kin}|$. At the NM equilibrium volume the DLM energy therefore still falls with increasing $v$, and its minimum lies at larger volume. Local moments weaken the kinetic bonding.

**6. Numbers**

I take $U=4$ eV, $D_0=1$ eV and $K=10$ eV as round parameters for no particular material. The harmonic elastic term is meant for volumes near $V_0$; under extreme compression the band term would overwhelm it. The minimum of the total energy near $v=1$ gives:

| State | $V/V_0$ | $m$ | Gap (eV) | $E_{\rm kin}$ (eV) | Total (eV) |
|---|---|---|---|---|---|
| NM | 0.909 | 0 | 0 | −0.498 | 0.544 |
| DLM | 0.989 | 0.983 | 2.56 | −0.066 | −0.032 |
| AF | 0.978 | 0.967 | 3.87 | −0.130 | −0.064 |

For the DLM state, $D=1.019$ eV and $\Delta=2\times0.983=1.966$ eV. Equation (6) gives $E_{\rm kin}=-1.038/15.73=-0.066$ eV. The repulsion adds $1-0.9832^2\approx0.033$ eV and the elastic term $0.001$ eV, which gives the total. In the NM state the repulsion alone costs $U/4=1$ eV.

The DLM volume exceeds the NM volume by 8.8%. From (10), the contractions are $1.667\times0.498/(10\times0.909)=0.091$ for NM and $1.667\times0.066/(10\times0.989)=0.011$ for DLM. The Néel state is a closer substitute for the paramagnet here, though its gap is 1.3 eV too large relative to DLM.

A random pattern must also sustain itself site by site, which an averaged theory does not show. I iterated the mean-field densities on 300 sites with random Gaussian hopping, scaled to the same semicircle with $D=1$ eV, from a random moment pattern. The converged moments average 0.984, the smallest being 0.977, and the energy is −0.032 eV per site. Equations (7), (6) and (1) give 0.984 and −0.032 eV.

**7. Do the moments outlast the order?**

Let a fraction $(1+M)/2$ of the moments agree with the Néel pattern. If the magnetic energy is a sum over pairs of uncorrelated sites, it varies as $M^2$:

$$E(M)=E_{\rm DLM}-\delta M^2,\qquad \delta=E_{\rm DLM}-E_{\rm AF}.$$

Solving the averaged equations iteratively for two sublattices at fixed $\Delta$, I find that $M=1/2$ yields 0.250 of the full ordering energy, as the quadratic law requires. The entropy of the two directions is $k(\ln2-M^2/2)$ to second order. The coefficient of $M^2$ in the free energy is thus $-\delta+kT/2$, which changes sign at

$$kT_N=2\delta .$$

This value belongs to two directions; classical isotropic directions have an entropy term $-3kM^2/2$ and give $kT_N=2\delta/3$. At the DLM volume $\delta=0.031$ eV, so $kT_N=0.062$ eV and $T_N\approx720$ K in this mean-field estimate. Removing the moments at that volume costs 0.60 eV, almost ten times $kT_N$. For $U\gg D$ the separation is wider still. Expanding (5)–(7) gives $E_{\rm DLM}\approx-D^2/4U+D^2/8U=-D^2/8U$. The Néel state similarly has $E_{\rm kin}\approx-D^2/2U$ and repulsion $D^2/4U$, so $\delta\approx D^2/8U$, while the cost of removing moments grows as $U/4$.

Mean field might be suspected of manufacturing these moments. I therefore diagonalized a Hubbard ring of six sites and six electrons, with $2t^2=D_0^2/4$, or $t=0.354$ eV, and averaged over all its states. The mean square spin $\langle(n_\uparrow-n_\downarrow)^2\rangle=1-2\langle n_\uparrow n_\downarrow\rangle$ is $1/2$ in the NM state and $(1+m^2)/2=0.984$ in the DLM state at $D_0$. With $C=\langle(n_{1\uparrow}-n_{1\downarrow})(n_{2\uparrow}-n_{2\downarrow})\rangle$ for neighbours, the ring gives:

| $T$ (K) | Mean square | $C$ | Energy (eV/site) |
|---|---|---|---|
| 300 | 0.959 | −0.572 | −0.086 |
| 1000 | 0.970 | −0.346 | −0.064 |
| 3000 | 0.980 | −0.115 | −0.042 |

The neighbour correlation fades while the moment stays. Both spin densities are equal on every site of this ring, yet its energy is far from the NM value of $-8t/6+U/4=0.529$ eV. At 1000 K the excess double occupancy of the uncorrelated NM state costs 0.94 eV per site in repulsion. Its stronger kinetic bonding returns 0.35 eV, which leaves an error of 0.59 eV.

The ring has no phase transition and says nothing about $T_N$. It does show what DLM omits: at 1000 K the ring lies 0.032 eV below the DLM energy of −0.032 eV, and its neighbours are still clearly correlated. This size belongs to a lattice with two neighbours. At fixed $a=zt^2$ for $z$ neighbours, the exchange per bond $J=4t^2/U$ falls as $1/z$. At high temperature the neighbour correlation scales as $J/kT$, so the short-range-order energy per site scales as $zJ^2/kT\propto1/z$ and vanishes in the many-neighbour limit of section 2. Short-range order can thus reach a few hundredths of an eV at low coordination, and is smaller where neighbours are many.

**8. Consequence for the phase comparison**

The error would be harmless if it cancelled between phases. Consider a competitor with the same $U$, $D=4$ eV at fixed volume, and a structural offset of 1 eV. Here $U/D=1$ is below the threshold of section 3, so it has no disordered moments. That threshold does not exclude Néel order: the semicircle has a finite density of states at the Fermi level, so the integral in the condition of section 4 diverges as $\Delta\to0$, and on a two-sublattice lattice with this density of states a solution exists for any $U$. I assume the competitor's lattice lacks this $\epsilon\leftrightarrow-\epsilon$ coupling and does not order. Its energy is $-16/3\pi+1+1=0.302$ eV. Relative to it, the first phase lies at

- NM: $0.544-0.302=+0.24$ eV, so the competitor appears stable;
- DLM: $-0.032-0.302=-0.33$ eV, so the first phase is stable.

The offset was chosen to show a reversal. Without it the competitor lies at −0.698 eV, so the two treatments disagree for offsets between $-0.032+0.698=0.67$ eV and $0.544+0.698=1.24$ eV. At 1000 K, the direction entropy of uncorrelated moments contributes a further $-kT\ln2=-0.060$ eV to the first phase, making the difference −0.39 eV. Electronic and vibrational entropy are left out. So is the correlation energy of the competitor, which static mean field misses in a metal without moments. A Gutzwiller estimate, minimizing $8d(1-2d)E_{\rm kin}^{\rm NM}+Ud$ over the double occupancy $d$, lowers the competitor by 0.15 eV. The difference −0.33 eV becomes −0.19 eV and the lower end of the window moves to 0.81 eV. The reversal survives, but its size is a mean-field number.

**Recommendation**

The stability claim should not be accepted on the present calculations. For each phase, the manuscript should first establish whether disordered moments survive self-consistency. Where they do not, its procedure agrees with the disordered average at this level of theory. Where they do, volume, gap and energy should be recomputed with an average over moment patterns, relaxed in that state. If the remaining difference between the phases is comparable to the ordering energy or smaller, short-range magnetic order must be treated too. Its effect should be judged by the free energy: the ring of section 7 at 1000 K gains about $\delta$ in energy but loses entropy, and its free energy lies 0.016 eV, about half of $\delta$, below $E_{\rm DLM}-kT\ln2$. A phase without moments may also carry a correlation energy that neither treatment contains.
